# Critical Nucleus and Switching Barrier of a Film-Spanning Ferroelectric Cylinder, part 1

(Sections cited here and not found follow in the second part.)

## First half: the nucleus with a sharp wall

A ferroelectric film of thickness $d$ lies between two flat metal electrodes. Its spontaneous polarization can point either way along the film normal, which is the $z$ axis, and has magnitude $P>0$ in both cases. A source holds a voltage $V$ across the film. The field is then $E=V/d$, and $z$ is chosen along it, so that $E>0$.

The film starts in the unfavourable state, with spontaneous polarization $-P$ everywhere. Suppose that a circular cylinder of radius $r$, reaching from one electrode to the other, has reversed to $+P$. The boundary between the cylinder and the rest of the film, the domain wall, costs a free energy $\sigma$ per unit area. The problem is to find how large the cylinder must be before it grows of its own accord, and how much free energy is needed to reach that size.

The following assumptions hold throughout. The electrodes are ideal: they touch the film, and their screening charge sits right at its surface. The polarization doesn't vary through the thickness. The wall energy is the same for every in-plane direction of the wall. Defects, electrode surface energies that differ between the two orientations, elastic interactions, pinning of the wall by the crystal lattice and neighbouring nuclei are left out. In this first half the wall is also treated as a surface without thickness, whose energy $\sigma$ depends neither on its curvature nor on the field. The second half removes this last assumption.

SI units are used, because fields in films and wall energies are awkward numbers in atomic units.

### (a) What is the electric field inside and outside the cylinder, and does the cylinder carry a depolarizing energy?

**Solution.** A polarization that varies in space produces a bound charge density $-\nabla\cdot\mathbf P$. Here $\mathbf P$ has a $z$ component alone, and this component doesn't depend on $z$. Therefore

$$
\nabla\cdot\mathbf P=\frac{\partial P_z}{\partial z}=0
$$

inside the film. The side wall needs a separate look, since $P_z$ jumps there from $+P$ to $-P$. The bound charge per area on a surface is the jump of the component of $\mathbf P$ along the surface normal. The normal of the side wall is radial, and $\mathbf P$ has no radial component on either side. The side wall is uncharged.

Bound charge does appear on the two faces of the film. It lies directly against the metal, which supplies whatever free charge is needed to keep the voltage at $V$. With ideal electrodes there is no gap between the two charges, and so no extra voltage drop.

The uniform field $E=V/d$ along $z$ satisfies all the electrostatic conditions:

- It has the required potential difference between the plates.
- Its component tangential to the side wall is continuous.
- The normal component of the displacement at the side wall is zero on both sides.

The solution of the electrostatic problem with given plate potentials is unique, so this is the field. It is the same inside and outside the cylinder, and there is no depolarizing energy.

This conclusion rests on the cylinder spanning the film. If the reversed region ended inside the film in a flat face, the normal of that face would lie along $z$. The polarization would jump by $2P$ across that face, which would carry a bound charge of magnitude $2P$ per area. The resulting field would cost energy, and the calculation below would not apply. A layer without spontaneous polarization between film and metal would also spoil the result, because the bound and free charges would then be separated.

### (b) Which free energy decides whether the cylinder grows, and what is its value $U(r)$ relative to the unreversed film?

**Solution.** The film exchanges charge with a source at constant voltage. When a charge $\Delta Q$ flows through the source, the source does work $V\Delta Q$ and loses that energy. The quantity that decreases in a spontaneous change at fixed temperature and voltage is therefore the free energy of the film plus the energy of the source. Its change is

$$
U=\Delta F-V\,\Delta Q ,
$$

where $\Delta F$ is the change in the free energy of the film, including the energy of the electric field in it.

First take $\Delta Q$. The free charge per area on the positive electrode equals the displacement $D_z$ in the film next to it. Write

$$
D_z=\varepsilon E+P_z ,
$$

where $\varepsilon$ contains the vacuum term and the linear dielectric response, and $P_z=\pm P$ is the spontaneous part. The two orientations are mirror images of each other, so they have the same $\varepsilon$. By part (a) they also have the same $E$. Under the reversed area $\pi r^2$ the displacement changes by

$$
(\varepsilon E+P)-(\varepsilon E-P)=2P ,
$$

and elsewhere it doesn't change. Hence

$$
\Delta Q=2P\,\pi r^2 .
$$

The factor 2 arises because the polarization goes from $-P$ to $+P$, not from zero to $P$. The work of the source is

$$
V\,\Delta Q=(Ed)(2P\pi r^2)=2PE\,\pi r^2d .
$$

Next take $\Delta F$. At zero field the two orientations have equal free energy by symmetry. The energy stored in the linear response, $\tfrac12\varepsilon E^2$ per volume, is the same before and after, since neither $\varepsilon$ nor $E$ has changed. What remains is the wall. Its area is the circumference times the height, $2\pi r\,d$, so

$$
\Delta F=2\pi r d\,\sigma .
$$

The two circular end faces lie on the electrodes and add nothing, because surface energies that differ between the orientations were excluded. Together,

$$
U(r)=2\pi r d\,\sigma-2PE\,\pi r^2d .
$$

Both terms are proportional to $d$. The first grows as $r$ and the second as $r^2$, so the wall dominates for small cylinders and the field for large ones.

### (c) At what radius does the cylinder change from shrinking to growing?

**Solution.** Differentiate at fixed $E$:

$$
\frac{dU}{dr}=2\pi d\,\sigma-4\pi PE\,r\,d=2\pi d\,(\sigma-2PEr).
$$

The factor in brackets vanishes at a single radius,

$$
r^*=\frac{\sigma}{2PE}.
$$

The second derivative is

$$
\frac{d^2U}{dr^2}=-4\pi PE\,d<0 ,
$$

so this is a maximum. For $r<r^*$ the derivative $dU/dr$ is positive, and the cylinder lowers $U$ by shrinking. For $r>r^*$ it is negative, and the cylinder lowers $U$ by growing.

The result can be read as a balance of pressures on the wall. The field pushes the wall outward with a pressure $2PE$, the free energy gained per volume swept. The wall energy pulls it inward with a pressure $\sigma/r$, since an increase $dr$ lengthens the circumference by $2\pi\,dr$ while the wall sweeps an area $2\pi r\,dr$. The two pressures are equal at $r^*$. A weaker field can balance a gentler curvature only, which is why the critical radius is inversely proportional to the field at fixed $\sigma$ and $P$.

### (d) How high is the barrier, and how is it divided between wall energy and electrical work?

**Solution.** At $r=r^*$ the wall term is

$$
2\pi r^*d\,\sigma=2\pi d\,\sigma\,\frac{\sigma}{2PE}=\frac{\pi d\,\sigma^2}{PE},
$$

and the source work is

$$
2PE\,\pi (r^*)^2d=2PE\,\pi d\,\frac{\sigma^2}{4P^2E^2}=\frac{\pi d\,\sigma^2}{2PE}.
$$

The work of the source pays for half of the wall. The other half is the barrier,

$$
U^*=\frac{\pi d\,\sigma^2}{PE}-\frac{\pi d\,\sigma^2}{2PE}=\frac{\pi d\,\sigma^2}{2PE}.
$$

At fixed thickness and polarization the barrier is proportional to $\sigma^2/E$. One factor of $\sigma$ is the cost of each piece of wall. The other enters through the critical radius, which sets how much wall is needed.

The whole curve can be written with these two quantities. Since $\sigma=2PEr^*$,

$$
U(r)=2\pi PEd\,(2rr^*-r^2)=2\pi PEd\,\big[(r^*)^2-(r-r^*)^2\big].
$$

It is an inverted parabola with its top at $r^*$. It returns to zero at $r=2r^*$, where the source has paid for the whole wall. Growth starts to lower the energy at $r^*$, well before the cylinder has a lower energy than the unreversed film.

The circular shape affects the numerical factor but not the dependence on $\sigma$ and $E$. Let the cross-section have a fixed shape, area $A$ and perimeter $c\sqrt A$, with $c$ a number set by the shape. Then

$$
U(A)=c\,\sigma d\sqrt A-2PEd\,A .
$$

Setting $dU/dA=c\,\sigma d/(2\sqrt A)-2PEd=0$ gives $\sqrt A=c\,\sigma/(4PE)$, and insertion gives

$$
U^*_c=\frac{c^2\sigma^2d}{4PE}-\frac{c^2\sigma^2d}{8PE}=\frac{c^2\sigma^2d}{8PE}.
$$

A circle has $c=2\pi r/(\sqrt\pi\,r)=2\sqrt\pi$, so $c^2=4\pi$, which returns the result above. Of all plane shapes the circle has the smallest perimeter for its area. With an isotropic wall energy it therefore gives the lowest barrier.

### (e) Evaluate the result for a model film with $d=5$ nm, $P=0.2$ C/m² and $\sigma=0.01$ J/m².

**Solution.** These are round model parameters and stand for no particular material. At a field of 10 MV/m, which is $10^7$ V/m,

$$
r^*=\frac{0.01}{2(0.2)(10^7)}\ \text{m}=2.5\ \text{nm}.
$$

The barrier is

$$
U^*=\frac{\pi(5\times10^{-9})(0.01)^2}{2(0.2)(10^7)}\ \text{J}=3.93\times10^{-19}\ \text{J}=2.45\ \text{eV}.
$$

The separate terms confirm the balance found in part (d). The wall costs 4.90 eV. The voltage is $Ed=0.05$ V, and the switched charge $2P\pi(r^*)^2$ is 49.0 elementary charges, so the source does work $49.0\times0.05=2.45$ eV. The difference is 2.45 eV.

The thermal energy at 300 K is $kT=0.02585$ eV. Three fields give:

| $E$ (MV/m) | $r^*$ (nm) | $U^*$ (eV) | $U^*/kT$ |
|---|---|---|---|
| 5 | 5.00 | 4.90 | 190 |
| 10 | 2.50 | 2.45 | 94.8 |
| 20 | 1.25 | 1.23 | 47.4 |

Each doubling of the field halves both the radius and the barrier. In this model the barrier is many times $kT$ at all three fields.

### (f) If the nucleus forms by thermal activation, how does the nucleation rate depend on field, voltage and thickness?

**Solution.** Assume that the rate is a prefactor times a Boltzmann factor for the barrier, and that the prefactor varies slowly with field. This is an additional assumption, and the prefactor is not derived here. Then

$$
\text{rate}\propto e^{-U^*/kT}=e^{-E_a/E},\qquad E_a=\frac{\pi d\,\sigma^2}{2P\,kT}.
$$

The quantity $E_a$ is called the activation field. For the model film at 300 K it is 948 MV/m, and $948/10=94.8$ reproduces the table. Between 10 and 20 MV/m the Boltzmann factor grows by $e^{94.8-47.4}=e^{47.4}$. Even a modest change of field therefore changes this rate greatly.

The sensitivity to voltage has a direct meaning. The barrier is $U^*(E)=U(r^*(E),E)$. When $E$ changes, $r^*$ changes too, but this has no first-order effect because $\partial U/\partial r=0$ at $r^*$. Hence

$$
\frac{dU^*}{dE}=\frac{\partial U}{\partial E}\bigg|_{r^*}=-2P\pi (r^*)^2d .
$$

At fixed thickness $dE=dV/d$, so

$$
-\frac{dU^*}{dV}=2P\pi (r^*)^2 .
$$

The barrier falls with voltage at a rate equal to the charge switched by the critical nucleus, 49.0 elementary charges at 10 MV/m.

The role of thickness depends on what is held fixed. At a given field, $U^*\propto d$. At a given voltage, $E=V/d$ and

$$
U^*=\frac{\pi d^2\sigma^2}{2PV},
$$

so the barrier grows as $d^2$. Both scalings hold only while the spanning cylinder is the cheapest nucleus, that is, in thin films. A needle-shaped nucleus that starts at one electrode and ends inside the film pays a depolarizing energy, but its barrier doesn't depend on $d$. For the model film with an isotropic relative permittivity near 39, the value implied by the model of the second half, a half-spheroidal needle becomes cheaper than the cylinder above roughly 150 nm at 10 MV/m and 50 nm at 20 MV/m. A larger permittivity lowers these thicknesses. The temperature dependence of the rate also isn't just the explicit $1/T$ in $E_a$, since $\sigma$ and $P$ are themselves functions of temperature.

## Second half: a wall of finite width

The first half treated a cylinder of radius $r$ and polarization $+P$ in a film of thickness $d$ and polarization $-P$, with the field $E>0$ along $+P$ and the voltage held fixed. With a sharp wall of energy $\sigma$ per area, it gave

$$
U(r)=2\pi rd\,\sigma-2PE\pi r^2d,\qquad r^*=\frac{\sigma}{2PE},\qquad U^*=\frac{\pi d\,\sigma^2}{2PE}.
$$

For the model film, $d=5$ nm, $P=0.2$ C/m² and $\sigma=0.01$ J/m², so that $r^*=2.5$ nm at 10 MV/m. A real wall has a width, and a critical radius of a few nanometres may not be large compared with it. The remaining parts replace the sharp wall by a continuous polarization profile and find the critical nucleus without using the formula for $U(r)$.

The model is a mean-field one. The spontaneous polarization is $P_z=P\,p$, where $p$ varies in the plane of the film but not through its thickness. The free energy at fixed voltage, apart from constant terms, is

$$
G=d\int\!\Big[\frac{a}{4P^2}(P_z^2-P^2)^2+\frac{\kappa}{2}|\nabla P_z|^2-EP_z\Big]d^2x .
$$

The first term has equal minima at $P_z=\pm P$, the second penalizes variation in the plane, and the third is the coupling to the field. By the argument of part (a), the field is still uniform.

Measure length in units of $\ell=\sqrt{\kappa/a}$, and define the reduced field $e=E/(aP)$. The prefactors become $aP^2$ in all three terms, and

$$
G=aP^2\ell^2d\int\!\big[g(p)+\tfrac12|\nabla p|^2\big]d^2x,\qquad g(p)=\tfrac14(p^2-1)^2-e\,p .
$$

For a sharp wall, the critical radius and the barrier have been found, and a model with a continuous polarization profile has been set up. It remains to find the critical nucleus in that model and to see how far the width of the wall changes the sharp-wall results.
